# Magnetic response and shielding with LDA, GGA and hybrid functionals

## The decision in a calculation

Once the orbitals of a closed-shell molecule are known, a shielding calculation must settle whether the response to the magnetic field can be written down as one sum over occupied and virtual orbitals, or whether linear equations have to be solved. For LDA and GGA functionals the sum is sufficient. For a hybrid the equations must be solved, but their two-electron part contains exact exchange alone, multiplied by its fraction $c$ in the functional.

Two facts are needed for this. The first-order density vanishes, and the LDA or GGA potential is fixed by the density and its spatial derivatives alone. The first fact holds for hybrids too, so it cannot by itself explain why some functionals need no coupling.

## Setting and conventions

Hartree atomic units are used, with $\alpha$ the fine-structure constant. The unperturbed orbitals $\varphi_p$ are real, with energies $\varepsilon_p$; $i,j$ are doubly occupied, $a,b$ are virtual, and there is a gap between the two sets. The perturbation is static and spin-free. Basis functions do not depend on the field. Repulsion integrals are

$$(pq|rs)=\iint \frac{\varphi_p(1)\varphi_q(1)\,\varphi_r(2)\varphi_s(2)}{r_{12}}\,d1\,d2 .$$

With $P$ the spin-summed density matrix, the mean-field operator is

$$F=h+J[\rho]+v_{xc}[\rho,\nabla\rho]-\tfrac{c}{2}K[P],\qquad K_{pq}=\sum_{rs}(pr|sq)P_{rs}.$$

Here $c=0$ for LDA and GGA, and $c=1$ with $v_{xc}=0$ is Hartree–Fock.

Put the origin at the observed nucleus, whose magnetic moment is $\mathbf m$. The vector potential is

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\mathbf m\times\mathbf r}{r^3}.$$

Expand $\tfrac12(\mathbf p+\mathbf A)^2$. Since $\nabla\cdot\mathbf A=0$, the linear term is $\mathbf A\cdot\mathbf p$, and $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$. With $\mathbf L=\mathbf r\times\mathbf p$, the operators multiplying $B_k$ and $m_l$ are

$$h^{B_k}=\tfrac12L_k,\qquad h^{m_l}=\alpha^2\frac{L_l}{r^3}.$$

Because $\mathbf p=-i\nabla$, define the real matrices

$$\Lambda^k_{pq}=\langle p|(\mathbf r\times\nabla)_k|q\rangle,\qquad \Pi^l_{pq}=\langle p|r^{-3}(\mathbf r\times\nabla)_l|q\rangle .$$

Then $h^{B_k}=-\tfrac{i}{2}\Lambda^k$ and $h^{m_l}=-i\alpha^2\Pi^l$. A Hermitian matrix that is purely imaginary is antisymmetric, so $\Lambda$ and $\Pi$ are antisymmetric. Below, a general perturbation of this kind is $\lambda h$ with $h=ig$ and $g$ real and antisymmetric.

## The first-order equation

Write $\varphi_i(\lambda)=\varphi_i+\lambda\sum_a c_{ai}\varphi_a+O(\lambda^2)$. First-order mixing among occupied orbitals can be left out, because a unitary mixing of equally occupied orbitals does not change $P$.

The perturbed orbitals obey $F\varphi_i=\sum_j\varphi_j\varepsilon_{ji}$. Project the terms linear in $\lambda$ on $\varphi_a$. The left side gives $\varepsilon_ac_{ai}+h_{ai}+G^{(1)}_{ai}$, where $G^{(1)}$ is the first-order change of the electron-interaction part of $F$. The right side gives $c_{ai}\varepsilon_i$, since $\varphi_a$ is orthogonal to every unperturbed $\varphi_j$. Hence

$$(\varepsilon_a-\varepsilon_i)c_{ai}+h_{ai}+G^{(1)}_{ai}=0. \tag{1}$$

The first-order density matrix is

$$P^{(1)}(\mathbf r,\mathbf r')=2\sum_{jb}\left[c_{bj}\varphi_b(\mathbf r)\varphi_j(\mathbf r')+c_{bj}^*\varphi_j(\mathbf r)\varphi_b(\mathbf r')\right]. \tag{2}$$

Its diagonal is the first-order density,

$$\rho^{(1)}(\mathbf r)=4\sum_{jb}\mathrm{Re}(c_{bj})\,\varphi_b(\mathbf r)\varphi_j(\mathbf r). \tag{3}$$

## Why the first-order density vanishes

It remains to show that $c_{ai}$ is imaginary even though $G^{(1)}$ depends on the unknown amplitudes. Put $c=x+iy$ with $x,y$ real. By (2), $x$ produces a real symmetric part of $P^{(1)}$ and $y$ an imaginary antisymmetric part. The Coulomb and semilocal terms respond to $\rho^{(1)}$, which contains $x$ alone and is real. The exchange operator has real integrals, so it turns the real part of $P^{(1)}$ into a real matrix and the imaginary part into an imaginary one.

Equation (1) therefore separates. Call the matrix acting on $x$ $A+B$ and the one acting on $y$ $A-B$; their elements are found below. Since $h=ig$ has no real part,

$$(A+B)x=0,\qquad (A-B)y=-g. \tag{4}$$

If $A+B$ is nonsingular, $x=0$. Then (3) gives $\rho^{(1)}(\mathbf r)=0$ at every point, and so $\nabla\rho^{(1)}=0$ as well. This holds for every value of $c$. Physically, a weak static field induces circulating current at first order, while charge is displaced at second order.

## LDA and GGA

The Coulomb potential is linear in $\rho$, and the matrix elements of the first-order semilocal potential are linear in $\rho^{(1)}$ and $\nabla\rho^{(1)}$. Both vanish. With $c=0$ nothing else is left in $G^{(1)}$, and (1) becomes

$$c_{ai}=-\frac{h_{ai}}{\varepsilon_a-\varepsilon_i}.$$

Each orbital pair responds independently. The unperturbed potential still matters, because it fixes the orbitals and their energies.

## Hybrids

Exact exchange depends on the whole of $P$, not on its diagonal. With $c_{bj}=iy_{bj}$, equation (2) gives the elements $P^{(1)}_{bj}=2iy_{bj}$ and $P^{(1)}_{jb}=-2iy_{bj}$. Insert them in $K$:

$$K^{(1)}_{ai}=2i\sum_{jb}y_{bj}\left[(ab|ji)-(aj|bi)\right].$$

Multiply by $-c/2$. For real orbitals $(ab|ji)=(ij|ab)$ and $(aj|bi)=(ib|ja)$, so

$$G^{(1)}_{ai}=-ic\sum_{jb}\left[(ij|ab)-(ib|ja)\right]y_{bj}.$$

Substitute this and $c_{ai}=iy_{ai}$ in (1), and divide by $i$. Comparison with (4) gives

$$\boxed{(A-B)_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-c\left[(ij|ab)-(ib|ja)\right]} \tag{5}$$

The orbital-energy differences remain beside the scaled exchange. For a range-separated hybrid, $c/r_{12}$ is replaced by the interaction that multiplies exact exchange; the algebra is the same.

## What cancels between A and B

For real amplitudes $P^{(1)}_{bj}=P^{(1)}_{jb}=2x_{bj}$ and $\rho^{(1)}=4\sum x_{bj}\varphi_b\varphi_j$. The Coulomb and semilocal terms now contribute, and the two exchange terms have equal signs:

$$(A+B)_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+4(ia|jb)+4(ia|f_{xc}|jb)-c\left[(ij|ab)+(ib|ja)\right]. \tag{6}$$

Here $f_{xc}$ is the linear response of $v_{xc}$ to the density, including gradient terms for a GGA. Half the sum of (5) and (6), and half of (6) minus (5), are

$$A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f_{xc}|jb)-c(ij|ab),$$

$$B_{ia,jb}=2(ia|jb)+2(ia|f_{xc}|jb)-c(ib|ja).$$

The Coulomb and semilocal terms are the same in $A$ and $B$ and cancel in $A-B$.

The matrices also give the curvature of the unperturbed energy. Rotate the orbitals along $t(x+iy)$. To first order in $t$, the virtual–occupied element of $F$ between the rotated orbitals is

$$R=t\left[(A+B)x+i(A-B)y\right],$$

by the linearization that led to (1). A further change $dt$ changes $P$ by $2c_{ai}\,dt$ in each virtual–occupied element and by the conjugate in its partner. Since $F$ is the derivative of the energy with respect to $P$, $dE/dt=4\,\mathrm{Re}\sum c_{ai}^*R_{ai}$. The cross terms between $x$ and $y$ are imaginary and drop out. Integration over $t$ gives the coefficient of $t^2$,

$$E_2=2\left[x^T(A+B)x+y^T(A-B)y\right]. \tag{7}$$

If $A-B$ has a negative eigenvalue, some imaginary rotation lowers the energy. The real-orbital state is then unstable, and its magnetic response does not describe a minimum.

## The direction of the exchange effect

Define $D(1,2)=\sum_{ia}y_{ai}[\varphi_i(1)\varphi_a(2)-\varphi_a(1)\varphi_i(2)]$. On squaring $D$, the two direct products each give $(ij|ab)$ and the two cross products each give $-(ib|ja)$. Therefore

$$\sum_{ia,jb}y_{ai}\left[(ij|ab)-(ib|ja)\right]y_{bj}=\frac12\iint\frac{D(1,2)^2}{r_{12}}\,d1\,d2\ \ge 0 .$$

At fixed orbitals and orbital energies, exchange with $c>0$ cannot raise any eigenvalue of $A-B$. It makes the system softer towards a magnetic perturbation. This is not a comparison between functionals, since a change of functional also changes the orbital energies.

## The shielding

The interaction energy of the moment with the field is $-\sum_{kl}B_k(\delta_{kl}-\sigma_{kl})m_l$, with the first index of $\sigma$ belonging to the field and the second to the moment, so $\sigma_{kl}=\partial^2E/\partial B_k\partial m_l$ for the electronic energy $E$. The product of the two parts of $\mathbf A$ gives the diamagnetic part. From $(\mathbf B\times\mathbf r)\cdot(\mathbf m\times\mathbf r)=(\mathbf B\cdot\mathbf m)r^2-(\mathbf B\cdot\mathbf r)(\mathbf m\cdot\mathbf r)$,

$$\sigma^d_{kk}=\frac{\alpha^2}{2}\int\rho(\mathbf r)\,\frac{r^2-r_k^2}{r^3}\,d^3r .$$

For the paramagnetic part, the energy is stationary in the orbitals, so its derivative with respect to $m_l$ contains the expectation value of $h^{m_l}$. Its part linear in $B_k$ is

$$\sigma^p_{kl}=4\sum_{ia}\mathrm{Re}\left(c_{ai}h^{m_l}_{ia}\right).$$

Antisymmetry gives $h^{m_l}_{ia}=-i\alpha^2\Pi^l_{ia}=i\alpha^2\Pi^l_{ai}$. With $c_{ai}=iy_{ai}$ the product $i\cdot i=-1$ leaves $\sigma^p_{kl}=-4\alpha^2\sum y_{ai}\Pi^l_{ai}$. For the field, $g=-\tfrac12\Lambda^k$, and (4) gives $y=\tfrac12(A-B)^{-1}\Lambda^k$. Thus

$$\sigma^p_{kl}=-2\alpha^2\,(\Pi^l)^T(A-B)^{-1}\Lambda^k, \tag{8}$$

with virtual–occupied elements in both vectors. For $c=0$ it reduces to

$$\sigma^p_{kl}=-2\alpha^2\sum_{ia}\frac{\Lambda^k_{ai}\Pi^l_{ai}}{\varepsilon_a-\varepsilon_i}.$$

## Example: oxygen in a square (MgO)₂ molecule

The four atoms form a square of chosen side 1.9 Å, not an optimized geometry. The basis is 6-31G, the molecule lies in the $xy$ plane, and the origin is at the observed oxygen.

For the HOMO–LUMO pair in PBE0, the orbital energies are $-0.1723$ and $-0.1019$ Eh, a difference of 0.0704 Eh. The integrals are $(ii|aa)=0.1898$ Eh and $(ia|ia)=0.0085$ Eh. The diagonal element of (5) is

$$0.0704-0.25\,(0.1898-0.0085)=0.0251\ \text{Eh}.$$

A quarter of exact exchange removes almost two thirds of this energy difference. The lowest eigenvalue of the full matrix is 0.0243 Eh. This pair shows the size of the exchange term, but not the source of the changes in the table: its own term in the uncoupled sum is zero by symmetry in every diagonal component, as explained below.

The isotropic values, each the mean of the three diagonal components, are in ppm:

| Functional | $\sigma^p$, sum | $\sigma^p$, eq. (8) | $\sigma$ total |
|---|---:|---:|---:|
| SVWN | −378 | −378 | 166 |
| PBE | −406 | −406 | 139 |
| PBE0 | −128 | −257 | 288 |
| Hartree–Fock | −49 | −193 | 353 |

The "sum" column keeps orbital-energy differences alone. The totals use eq. (8) and a diamagnetic part of 544 to 546 ppm. For PBE0, leaving out the exchange coupling would give $545.1-127.6\approx418$ ppm instead of 288 ppm.

The numerical check checks the $zz$ component by self-consistent calculations in a finite field along $z$, which do not use $A-B$. They include only the term $\tfrac12 B L_z$; the term quadratic in $B$ is left out because it does not affect the linear response. For PBE0 both routes give $-542.5$ ppm, against $-223.1$ ppm from the uncoupled sum. When the field is doubled, the density change grows fourfold and the density-matrix change twofold for all four methods. The mean-field change grows fourfold for SVWN and PBE but twofold for PBE0 and Hartree–Fock. This is the distinction derived above: the density has no linear change in any of them, yet exchange produces a linear change of the mean field. The program also tests (7) along one real and one imaginary direction for each method.

The output also shows that SVWN and PBE leave almost no gap at this geometry and in this basis. The HOMO–LUMO gap is 0.0022 Eh with SVWN and 0.0011 Eh with PBE. Although the gap halves, no component of $\sigma^p$ comes near to doubling, so in this molecule $\sigma^p$ does not scale with the inverse of the smallest gap; the term of that orbital pair in the sum vanishes by symmetry in every diagonal component. Both orbitals are even under the two mirror planes that contain the O–O axis, while each component of $\mathbf r\times\nabla$ about the oxygen is odd under at least one of them, so $\Lambda^k_{ai}$ and $\Pi^k_{ai}$ are zero for this pair. With near-degenerate orbitals, a description by one closed-shell determinant is itself doubtful. The calculation confirms that $A-B$ is positive definite for all four methods, but it does not establish stability against all real or spin-dependent rotations. The small basis, the dependence on the chosen origin, and the neglect of relativity and vibration are further reasons not to read the table as a prediction of measured shieldings. The first two effects are large. With PBE in the def2-SVP basis the gap is 0.0086 Eh, $\sigma^p$ is $-328$ ppm and the total is 216 ppm. Moving the gauge origin from the oxygen to the centre of the ring in 6-31G lowers the four totals by 138 to 185 ppm, to $-17$, $-46$, 123 and 215 ppm in the order of the table. A finer integration grid changes the PBE entries by about 0.6 ppm, to $-405$ and 140 ppm.

## Where the result changes

**Current-dependent functionals.** The kinetic-energy density $\tau=\sum_i|\nabla\varphi_i|^2$ used in meta-GGAs changes when the orbitals acquire a position-dependent phase, so it is not gauge invariant. One correction replaces it by $\tau-|\mathbf j|^2/(2\rho)$, with $\mathbf j$ the paramagnetic current density. The correction to $\tau$ is quadratic in $\mathbf j$, and $\mathbf j$ is linear in $y$ to first order. The leading change of the energy is therefore quadratic in $y$. It contributes to $A-B$, and the response is coupled even without exact exchange.

**Spin-dependent perturbations.** A real operator of opposite sign for the two spins, such as the Fermi-contact term, gives real amplitudes of opposite sign. The total density still has no linear term, but the spin density does, and the semilocal potential responds to it.

**Time-dependent fields.** The right side of (1) becomes $i\,dc_{ai}/dt$. Separating real and imaginary parts gives

$$\frac{dx}{dt}=(A-B)y+g,\qquad -\frac{dy}{dt}=(A+B)x .$$

A changing $y$ now generates $x$, so a first-order density appears and the Coulomb and semilocal kernels return.

**Field-dependent basis functions.** London orbitals have the first-order form $\chi_\mu^{(1)}=iu_\mu\chi_\mu$ with $u_\mu$ real. Their direct contribution to the density is proportional to $i\sum_{\mu\nu}P_{\mu\nu}(u_\mu-u_\nu)\chi_\mu\chi_\nu$, which vanishes because the unperturbed $P$ is symmetric. The first-order density is still zero, but derivatives of the basis functions add known terms to the right side of (4), so the simple $g$ used here is no longer complete.

## Table of computed values

```
Square (MgO)2, basis 6-31G, O shielding
side = 1.90 angstrom
basis functions = 44, occupied orbitals = 20
fields = 0.0005 and 0.0010 a.u., along z
SVWN: exact-exchange fraction c = 0.00
 HOMO-LUMO gap, lowest A-B = 0.00217, 0.00217 Eh
 E2 gaps only, imag, real = 0.01081, 0.01081, 0.09954 Eh
 E2 relative errors: imag 1.5e-07, real 8.2e-08, imag at single step 0.003 3.5e-04
 sigma_d xx,yy,zz = 488.98, 536.70, 607.43 ppm
 sigma_p uncoupled = -90.39, -322.35, -721.60 ppm
 sigma_p from A-B  = -90.39, -322.35, -721.60 ppm
 sigma_p zz, finite field = -721.60 ppm
 isotropic d, p, total = 544.37, -378.11, 166.25 ppm
 doubling ratios rho, P, mean field = 4.000, 2.000, 4.000
PBE: exact-exchange fraction c = 0.00
 HOMO-LUMO gap, lowest A-B = 0.00108, 0.00108 Eh
 E2 gaps only, imag, real = 0.00391, 0.00391, 0.10731 Eh
 E2 relative errors: imag -6.8e-06, real -4.5e-07, imag at single step 0.003 9.7e-04
 sigma_d xx,yy,zz = 489.35, 537.08, 607.80 ppm
 sigma_p uncoupled = -93.83, -380.13, -742.62 ppm
 sigma_p from A-B  = -93.83, -380.13, -742.62 ppm
 sigma_p zz, finite field = -742.62 ppm
 isotropic d, p, total = 544.74, -405.53, 139.21 ppm
 doubling ratios rho, P, mean field = 4.000, 2.000, 4.000
PBE0: exact-exchange fraction c = 0.25
 HOMO-LUMO gap, lowest A-B = 0.07041, 0.02434 Eh
 E2 gaps only, imag, real = 0.56416, 0.46325, 0.58584 Eh
 E2 relative errors: imag 7.0e-09, real -4.7e-08, imag at single step 0.003 3.2e-06
 sigma_d xx,yy,zz = 489.38, 537.80, 608.24 ppm
 sigma_p uncoupled = -67.78, -91.92, -223.09 ppm
 sigma_p from A-B  = -115.79, -112.34, -542.53 ppm
 sigma_p zz, finite field = -542.53 ppm
 isotropic d, p, total = 545.14, -256.89, 288.25 ppm
 doubling ratios rho, P, mean field = 4.001, 2.000, 2.001
 HOMO, LUMO energies = -0.17233, -0.10192 Eh
 HOMO-LUMO (ii|aa) = 0.18978 Eh
 HOMO-LUMO (ia|ia) = 0.00851 Eh
 HOMO-LUMO diagonal of A-B = 0.02510 Eh
HF: exact-exchange fraction c = 1.00
 HOMO-LUMO gap, lowest A-B = 0.28118, 0.09623 Eh
 E2 gaps only, imag, real = 1.28599, 0.90709, 0.98905 Eh
 E2 relative errors: imag 8.2e-10, real 7.5e-10, imag at single step 0.003 1.1e-06
 sigma_d xx,yy,zz = 489.55, 538.87, 608.87 ppm
 sigma_p uncoupled = -32.40, -39.56, -76.49 ppm
 sigma_p from A-B  = -152.99, -93.30, -331.90 ppm
 sigma_p zz, finite field = -331.89 ppm
 isotropic d, p, total = 545.76, -192.73, 353.03 ppm
 doubling ratios rho, P, mean field = 3.999, 2.000, 2.000
```
